Why Keldysh screening places the 2p exciton below the 2s

Take an electron and a hole in a plane, bound by the Coulomb attraction −1/r, and remove a little of the attraction inside a small disc. The potential energy is raised by a constant U for r < R and is unchanged outside. In the pure Coulomb problem the 2s and 2p excitons have the same energy. Which of them does the disc raise more?

The 2s state has density at the centre and the 2p state has none, so the answer seems to be 2s. When U is small, that is right for a small disc and wrong for a large one. The reason shows which kind of "weaker short-range attraction" is sure to put 2p below 2s when the change is small.

**The two states**

Lengths are in units of a and energies in units of E_a, with

a = 4πε₀κħ²/(μe²),  E_a = e²/(4πε₀κa).

Here μ is the reduced mass and κ the mean dielectric constant of the material above and below the layer. Both bands are taken as parabolic. The reference Hamiltonian is

H₀ = −½∇² − ζ/r,

where ζ = 1 is the Coulomb problem; other values will be useful later. Put β = 4ζ/3. The two radial functions are

2s: f = (1 − βr) e^(−βr/2),
2p: f = r e^(−βr/2), times e^(±iφ).

For 2p, differentiation gives

f″ + f′/r − f/r² = [β²/4 − 3β/(2r)] f.

Multiplied by −½, this is −β²/8 + 3β/(4r) times f. The second term cancels −ζ/r because β = 4ζ/3, and the energy is −β²/8 = −2ζ²/9. For 2s, where the term f/r² is absent,

f″ + f′/r = [7β²/4 − β³r/4 − 3β/(2r)] e^(−βr/2) = [β²/4 − 3β/(2r)] f,

so the energy is the same.

With x = βr and ∫₀^∞ xⁿe^(−x) dx = n!, the integrals of f² over the plane are

2s: (2π/β²)(1 − 4 + 6) = 6π/β²,
2p: (2π/β⁴)·3! = 12π/β⁴.

The normalized densities are therefore

n_s = (β²/6π)(1 − x)² e^(−x),
n_p = (β²/12π) x² e^(−x),

and their difference is

n_s − n_p = (β²/12π)(x² − 4x + 2) e^(−x).

It is positive for x < 2 − √2, negative up to x = 2 + √2, and positive again beyond. The 2s exciton wins at the centre, loses in a broad middle ring and wins again in the tail.

**The disc**

The states are degenerate, but a perturbation that depends on r alone does not couple different angular momenta. Each first-order shift is then a plain expectation value. For the disc, the difference of shifts is U times the difference of probability inside R:

Q(R) = ∫₀^R (n_s − n_p) 2πr dr = (1/6) ∫₀^(βR) (t³ − 4t² + 2t) e^(−t) dt.

Since d/dt[(t² − t³)e^(−t)] = (2t − 4t² + t³)e^(−t),

Q(R) = x²(1 − x)e^(−x)/6, with x = βR.

The sign changes at x = 1, which for ζ = 1 means R = 0.75 a. A disc with R = 0.5 a has x = 2/3 and Q = +0.0127; one with R = 1.5 a has x = 2 and Q = −0.0902. Diagonalizing the full Hamiltonian with U = 0.001 E_a, and with the disc's edge smoothed over 0.03 a, gives splittings of +0.0123 U and −0.0900 U. The wide disc also weakens the attraction at short range, yet it puts 2p above 2s.

**What decides the order**

Now let V(r) be any central attraction of interest, and let the perturbation be δV = V + ζ/r. Since Q′ = 2πr(n_s − n_p), the first-order splitting is

E_2s − E_2p = ∫₀^∞ δV Q′ dr = −∫₀^∞ δV′ Q dr.

The boundary term δV·Q vanishes: Q starts as r², which beats a 1/r singularity, and it decays exponentially at large r. So the potential matters through its slope, that is, through the force. Write this force as that of a distance-dependent charge,

V′(r) = Z(r)/r², or Z(r) = r² dV/dr.

A Coulomb attraction has constant Z. Then δV′ = (Z − ζ)/r², and the formula needs Q/r². From the result for Q,

Q/r² = (β²/6)(1 − βr)e^(−βr) = dW/dr, with W(r) = (β²/6) r e^(−βr).

A second integration by parts gives

E_2s − E_2p = −∫₀^∞ (Z − ζ) W′ dr = ∫₀^∞ Z′(r) W(r) dr.

Its boundary term vanishes for bounded Z, because W is zero at both ends. The constant ζ has dropped out of the bracket and survives only in β.

The weight W is positive at every r > 0. If the effective charge never decreases with distance, and increases somewhere, 2s lies above 2p at first order. If Z is constant, the splitting is zero, which is the Coulomb degeneracy. This condition is sufficient, not necessary.

There is a picture behind the formula. Let Z jump from 0 to 1 at radius R. The potential is then a Coulomb potential with its funnel cut off: −1/r outside R, and the constant −1/R inside. Its first-order splitting is W(R), positive for every R, however wide the cut. Any Z that rises from 0 to 1 is a sum of such cut-off Coulomb potentials with positive weights Z′(R)dR.

The disc is different. Its step in potential is a sharp outward push at r = R, so Z dips there and recovers. The fall, just inside R, counts negatively and the rise, just outside, positively. The sum is U R² W′(R) = U Q(R), so the outcome depends on whether W is rising or falling at R. W rises up to βR = 1 and falls beyond. "Weaker short-range attraction" is thus a safe explanation when it means a force whose effective charge grows steadily outward. A mere raising of the potential near the centre is not enough.

**The Keldysh potential**

A polarizable sheet screens short wavelengths more strongly than long ones. With screening length r₀, the standard form is

V(q) = −e²/[2ε₀ q(κ + r₀q)],

which in the scaled units is

V(q) = −2π/[q(1 + ρq)], with ρ = r₀/κ.

To find its effective charge, use 1/(1 + ρq) = ∫₀^∞ e^(−y) e^(−ρqy) dy. The factor (2π/q)e^(−qh) is the in-plane Fourier transform of 1/√(r² + h²), the potential of a unit charge at height h. Indeed, away from the charge Laplace's equation makes each Fourier component decay as e^(−qh), and the jump of slope required by a unit charge, 2q times the amplitude = 4π, fixes the amplitude at 2π/q. With h = ρy,

V(r) = −∫₀^∞ e^(−y) / √(r² + ρ²y²) dy.

The screened partner acts like a charge spread along a line perpendicular to the layer, over a depth of order ρ. Differentiating and multiplying by r²,

Z(r) = ∫₀^∞ e^(−y) (1 + ρ²y²/r²)^(−3/2) dy.

For each y the integrand grows with r. Hence Z rises steadily from 0 at the centre to 1 far away, and first-order theory puts 2p below 2s for every ρ > 0 and every reference charge ζ.

**Small and large screening length**

For ρ ≪ 1 the perturbation on the Coulomb problem is, in Fourier space,

2π/q − 2π/[q(1 + ρq)] = 2πρ/(1 + ρq) ≈ 2πρ.

A constant in q is a contact repulsion of strength 2πρ. The 2s density at the centre is β²/(6π) = 8/(27π), so

2s shift ≈ 2πρ · 8/(27π) = 16ρ/27.

The 2p density vanishes at the centre, and the contact term gives nothing. What remains is the tail. Expanding the integral for V at r ≫ ρ, with ∫₀^∞ y²e^(−y) dy = 2, gives V ≈ −1/r + ρ²/r³, so

2p shift ≈ ρ² ∫₀^∞ (1/r³)(β⁴/12π) r² e^(−βr) 2πr dr = ρ²β³/6 = 32ρ²/81.

The region r < ρ, where this expansion fails, contributes only at order ρ³. In this limit the simple argument holds: the missing attraction sits at the centre, where only 2s has density, and 2s rises at a lower order in ρ. At ρ = 0.001 a the diagonalized shifts are about 0.97 and 0.995 times these two expressions; at ρ = 0.01 a the ratios are about 0.83 and 0.95. The finite basis does not resolve lengths as short as ρ and overestimates the 2s ratios by about 0.003: it gives 0.972 and 0.837, where the converged values are 0.969 and 0.834. The 2s law has a narrow range.

In the opposite limit Z ≈ r/ρ over the whole exciton, so V′ ≈ 1/(ρr) and V is logarithmic. Setting r = √ρ·s turns the Hamiltonian into

H ≈ (1/ρ)[−½∇_s² + ln s] + constant.

The spacings of the low levels then fall as 1/ρ, provided their size, of order √ρ, is much smaller than ρ. Highly excited states reach beyond ρ and do not follow this law. First-order theory about a Coulomb state has no small parameter here, so the sign must be checked separately. Diagonalization at six values from ρ = 0.03 a to 10 a gives a positive splitting each time. It is 0.012 E_a at 0.03 a, about 0.040 E_a at 1 a, and 0.014 E_a at 10 a. The last point has not reached the 1/ρ law: ρ times the splitting is still growing, from 0.083 at ρ = 3 a to 0.137 at 10 a.

**Numbers for a monolayer**

Take μ = 0.20 electron masses, κ = 4 and r₀ = 4 nm. Then ρ = 4/4 = 1.00 nm, a = 1.058 nm, ρ/a = 0.945 and E_a = 340.1 meV. The Coulomb level lies at −(2/9)·340.1 = −75.6 meV.

With ζ = 1, first-order theory raises 2s by 36.9 meV and 2p by 21.0 meV, a splitting of 15.9 meV. The densities cross at 0.47 nm and 2.71 nm, and the three regions contribute

25.4 − 10.0 + 0.5 = 15.9 meV.

The middle ring, where 2p suffers more, takes back about 40 % of the inner contribution. The 2s shift is half the original binding energy, so this is no longer a small perturbation.

A better reference is available, because the sign argument works for any ζ. The first-order 2p energy is the expectation value of the full Hamiltonian in a trial state. As 2p is the lowest state of its angular momentum, that value is an upper bound and may be minimized. The minimum is at ζ = 0.776:

2s: −46.6 meV, 2p: −59.4 meV, splitting 12.8 meV.

Diagonalization gives −46.0 meV, −59.6 meV and 13.7 meV. Relative to the diagonalized splitting, the optimized first-order value is 6 % low and the ζ = 1 value 17 % high. The first-order 2s energy lies slightly below the diagonalized one. No bound forbids this, because the trial 2s state is not orthogonal to the true 1s state.

In the simplest selection rules, one-photon absorption needs a nonzero amplitude at r = 0. It therefore shows 2s, while two-photon absorption can reach 2p. The model places the two-photon resonance about 14 meV below the one-photon 2s line.

**Beside a real device**

These parameters lie roughly in the regime of a semiconducting transition-metal dichalcogenide monolayer encapsulated in hexagonal boron nitride; they describe no particular sample. Such layers break several assumptions of the model. Their bands are not parabolic. For a two-band (massive Dirac) model with gap E_g, the leading correction to a level is

(E_a²/E_g)[−½⟨T²⟩ + ¼⟨∇²V⟩ ± ½⟨V′/r⟩],

with T the relative kinetic energy and the averages in scaled units. The first term is the flattening of the bands, the second a smearing of each particle's position, and the third a coupling to the sense of rotation, present for 2p alone. The corresponding one-particle coefficients were tested on a planar Dirac particle in a Coulomb field of coupling strength 0.02, and they reproduce its 2p fine structure. For a rough gap of 2 eV, 2s moves by −0.3 meV and the mean 2p level by −1.8 meV, and the two 2p states separate by 4.3 meV. The upper one stays 13.0 meV below 2s. These are leading-order values. With the full two-band dispersion and band overlaps at this gap, the small 2s shift doubles to about −0.6 meV, the mean 2p shift becomes −2.0 meV, the 2p pair separates by 4.4 meV, and the upper one lies 12.8 meV below 2s. Finite thickness, imitated by replacing r with √(r² + (0.3 nm)²) at fixed κ and r₀, raises the splitting from 13.7 to 15.1 meV. Each of these effects changes the number by tens of percent at most and leaves the order intact. Electron-hole exchange, frequency-dependent screening and disorder are not estimated here.

The conditions of use are more restrictive. The thermal energy at 300 K is 25.9 meV, about twice the splitting, so in thermal equilibrium a 2p state would be only about e^(13.65/25.9) ≈ 1.7 times as populated as the 2s state. An in-plane field F couples 2s to 2p through a dipole length of 2.96 nm. The mixing is strong when twice the coupling equals the splitting:

F = 13.65 mV/(2 · 2.96 nm) = 0.0023 V/nm = 0.023 MV/cm.

The 2s exciton begins to ionize even earlier. Far from the centre, the potential energy along the field is about −1/r − Fr in scaled units, and its barrier has its top at −2√F. The top sinks to the 2s level, at −0.135 E_a, when F = 0.135²/4 = 0.0046, which is 0.015 MV/cm. This marks the onset of broadening: the 2s width is about 0.1 meV at this field and about 4 meV at 0.023 MV/cm, and it grows more slowly beyond. A cruder estimate asks when the potential drop across the mean 2s radius of 5.86 nm equals the 2s binding energy. It gives 0.078 MV/cm, about five times the onset field, because it ignores the lowering of the barrier; at that field the 2s width is near 20 meV. Finally, a carrier density near 8 × 10¹¹ cm⁻² puts one charge in each area π⟨r²⟩ of the 2s exciton. The picture of an isolated pair fails there at the latest: screening by the carriers, which is not included here, can weaken the 2s binding strongly at much lower densities. The calculated order thus belongs to a weakly doped layer in a small in-plane field. The numerical output below gives the zero-field levels and the leading-order values behind these estimates.

Computed values

```
reduced mass: 0.20 m_e
surrounding dielectric constant kappa: 4.0
screening length r0: 4.0 nm
rho = r0/kappa: 1.00 nm
exciton length a: 1.058 nm
rho/a: 0.945
energy unit E_a: 340.1 meV
Coulomb n=2 level: -75.59 meV
first order, zeta=1, 2s shift: 36.89 meV
first order, zeta=1, 2p shift: 20.98 meV
first order, zeta=1, splitting: 15.91 meV
density crossing radii: 0.465, 2.710 nm
inner part of splitting: +25.39 meV
middle part of splitting: -9.97 meV
outer part of splitting: +0.49 meV
optimized reference charge zeta: 0.776
first order, optimized, 2s: -46.57 meV
first order, optimized, 2p: -59.36 meV
first order, optimized, splitting: 12.79 meV
diagonalized 1s: -192.5 meV
diagonalized 2s: -45.98 meV
diagonalized 2p: -59.63 meV
diagonalized splitting: 13.65 meV
rho/a=0.01: 2s shift/(16 rho/27) = 0.837
rho/a=0.01: 2p shift/(32 rho^2/81) = 0.951
rho/a=0.001: 2s shift/(16 rho/27) = 0.972
rho/a=0.001: 2p shift/(32 rho^2/81) = 0.995
disc R=0.5 a: splitting/height = +0.0123
disc R=1.5 a: splitting/height = -0.0900
rho/a=0.03: diagonalized splitting = 0.01193 E_a
rho/a=0.1: diagonalized splitting = 0.02566 E_a
rho/a=0.3: diagonalized splitting = 0.03871 E_a
rho/a=1.0: diagonalized splitting = 0.03976 E_a
rho/a=3.0: diagonalized splitting = 0.02778 E_a
rho/a=10.0: diagonalized splitting = 0.01374 E_a
rough band gap for two-band terms: 2.0 eV
two-band shift of 2s: -0.33 meV
two-band mean shift of 2p: -1.81 meV
2p+/2p- full splitting: 4.32 meV
2s minus upper 2p with two-band terms: 12.97 meV
softening length for thickness: 0.3 nm
splitting with softening: 15.14 meV
thermal energy at 300 K: 25.9 meV
2s-2p dipole length: 2.96 nm
field for strong 2s-2p mixing: 0.0231 MV/cm
2s mean radius: 5.86 nm
2s ionization field scale: 0.078 MV/cm
carrier density at 2s overlap: 7.89e+11 cm^-2
```
